# Three-Body Dispersion Energy of Coupled Oscillators: Triangle and Line: a program that tests the result

```python
"""Three-body dispersion energy of three coupled isotropic oscillators.

Result under test: the leading nonadditive zero-point energy is
    E3 = C9 (1 + 3 cos g1 cos g2 cos g3) / (R12 R23 R31)^3,
    C9 = (3/2) a1 a2 a3 w1 w2 w3 (w1+w2+w3) / ((w1+w2)(w2+w3)(w3+w1)),
positive for an equilateral triangle and negative for a linear arrangement.
Symbols: a = polarizability volume (angstrom^3), w = hbar*frequency (eV),
R = distances (angstrom), g = interior angles. Energies are in eV.
The reference is the full normal-mode problem, solved in high precision so
that the small nonadditive energy survives subtraction of the pair energies.
"""
import numpy as np
from mpmath import mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

mp.dps = 50
PAIRS = ((0, 1), (1, 2), (2, 0))


def zero_point_shift(points, alphas, omegas, axes=(0, 1, 2)):
    """Coupled minus uncoupled zero-point energy, for motion along axes."""
    n, k = len(points), len(axes)
    a = [mp.mpf(v) for v in alphas]
    w = [mp.mpf(v) for v in omegas]
    matrix = mp.zeros(n * k)
    for i in range(n):
        for p in range(k):
            matrix[i * k + p, i * k + p] = w[i] ** 2
        for j in range(n):
            if i == j:
                continue
            d = [mp.mpf(float(points[j][c])) - mp.mpf(float(points[i][c]))
                 for c in range(3)]
            r = mp.sqrt(sum(c * c for c in d))
            strength = w[i] * w[j] * mp.sqrt(a[i] * a[j])
            for p, cp in enumerate(axes):
                for q, cq in enumerate(axes):
                    tensor = (int(cp == cq) - 3 * d[cp] * d[cq] / r**2) / r**3
                    matrix[i * k + p, j * k + q] = strength * tensor
    eigenvalues = mp.eigsy(matrix, eigvals_only=True)
    return (sum(mp.sqrt(e) for e in eigenvalues) - k * sum(w)) / 2


def pair_sum(points, alphas, omegas, axes=(0, 1, 2)):
    return sum(zero_point_shift([points[i], points[j]],
                                [alphas[i], alphas[j]],
                                [omegas[i], omegas[j]], axes)
               for i, j in PAIRS)


def nonadditive(points, alphas, omegas, axes=(0, 1, 2)):
    return float(zero_point_shift(points, alphas, omegas, axes)
                 - pair_sum(points, alphas, omegas, axes))


def c9_formula(a, w):
    return (1.5 * np.prod(a) * np.prod(w) * sum(w)
            / ((w[0] + w[1]) * (w[1] + w[2]) * (w[2] + w[0])))


def sides_and_cosines(points):
    p = np.asarray(points, float)
    sides = [np.linalg.norm(p[j] - p[i]) for i, j in PAIRS]
    cosines = []
    for i in range(3):
        u, v = p[(i + 1) % 3] - p[i], p[(i + 2) % 3] - p[i]
        cosines.append(u @ v / np.linalg.norm(u) / np.linalg.norm(v))
    return np.array(sides), np.array(cosines)


def third_order(points, a, w):
    sides, cosines = sides_and_cosines(points)
    return c9_formula(a, w) * (1 + 3 * np.prod(cosines)) / np.prod(sides)**3


def fourth_order(points, alpha, omega):
    """Next three-body term, identical oscillators."""
    s, c = sides_and_cosines(points)
    adjacent = (s[0] * s[2], s[0] * s[1], s[1] * s[2])
    return -45 / 64 * omega * alpha**4 * sum(
        (1 + c[i]**2) / adjacent[i]**6 for i in range(3))


def dipole_tensor(p, q):
    d = np.asarray(q, float) - np.asarray(p, float)
    r = np.linalg.norm(d)
    return (np.eye(3) - 3 * np.outer(d, d) / r**2) / r**3


def full_tensor(points):
    t = np.zeros((9, 9))
    for i in range(3):
        for j in range(3):
            if i != j:
                t[3*i:3*i+3, 3*j:3*j+3] = dipole_tensor(points[i], points[j])
    return t


def angular_factor(points):
    """Angular factor obtained from the tensor product, not from angles."""
    t = [dipole_tensor(points[i], points[j]) for i, j in PAIRS]
    sides, _ = sides_and_cosines(points)
    return np.trace(t[0] @ t[1] @ t[2]) * np.prod(sides)**3 / 3


def equilateral(r):
    return np.array([[0, 0, 0], [r, 0, 0], [r / 2, r * np.sqrt(3) / 2, 0]])


def linear(r):
    return np.array([[0, 0, 0], [r, 0, 0], [2 * r, 0, 0]], float)


# Leading energy for scalene triangles, equal and unequal oscillators.
scalene = np.array([[0, 0, 0], [1.3, 0.2, -0.1], [0.4, 1.1, 0.7]])
unequal_a, unequal_w = np.array([1.0, 1.5, 2.0]), np.array([12., 15., 18.])
for a_set, w_set in (([1.5] * 3, [15.] * 3), (unequal_a, unequal_w)):
    weak = np.array(a_set) * 1e-8
    for shape in (scalene, equilateral(1.0), linear(1.0)):
        ratio = nonadditive(shape, weak, w_set) / third_order(shape, weak, w_set)
        assert abs(ratio - 1) < 1e-5

# Pair coefficient and fourth-order three-body term in the weak limit.
weak_pair = float(zero_point_shift([[0, 0, 0], [1, 0, 0]], [1e-6] * 2, [15.] * 2))
assert abs(weak_pair / (-0.75 * 15 * 1e-12) - 1) < 1e-6
for shape in (scalene, equilateral(1.0), linear(1.0)):
    rest = (nonadditive(shape, [1e-6] * 3, [15.] * 3)
            - third_order(shape, [1e-6] * 3, [15.] * 3))
    assert abs(rest / fourth_order(shape, 1e-6, 15.) - 1) < 1e-3

# Imaginary-frequency integral for the full energy and for C9.
def alpha_imag(u):
    return unequal_a * unequal_w**2 / (unequal_w**2 + u**2)


big_scalene = 4 * scalene
tensor_big = full_tensor(big_scalene)


def log_determinant(v):
    response = np.repeat(alpha_imag(15 * v), 3)
    return np.linalg.slogdet(np.eye(9) + response[:, None] * tensor_big)[1]


integral_energy = 15 * quad(log_determinant, 0, np.inf,
                            epsabs=1e-12, epsrel=1e-9)[0] / (2 * np.pi)
mode_energy = float(zero_point_shift(big_scalene, unequal_a, unequal_w))
assert abs(integral_energy / mode_energy - 1) < 1e-6
c9_integral = 3 / np.pi * 15 * quad(
    lambda v: np.prod(alpha_imag(15 * v)), 0, np.inf)[0]
c9_unequal = c9_formula(unequal_a, unequal_w)
assert abs(c9_integral / c9_unequal - 1) < 1e-7

# Tensor trace against the cosine law, including unequal collinear spacing.
rng = np.random.default_rng(4)
for _ in range(100):
    pts = rng.normal(size=(3, 3))
    cos_product = np.prod(sides_and_cosines(pts)[1])
    assert abs(angular_factor(pts) - 1 - 3 * cos_product) < 1e-9
factor_eq = angular_factor(equilateral(1.0))
factor_lin = angular_factor(linear(1.0))
factor_lin_uneven = angular_factor([[0, 0, 0], [1, 0, 0], [2.7, 0, 0]])
assert abs(factor_eq - 11 / 8) < 1e-12
assert abs(factor_lin + 2) < 1e-12 and abs(factor_lin_uneven + 2) < 1e-12

# Range of the factor over triangle shapes.
scan = []
for deg_a in range(2, 178, 2):
    for deg_b in range(2, 180 - deg_a, 2):
        ga, gb = np.radians([deg_a, deg_b])
        length = np.sin(gb) / np.sin(ga + gb)
        corner = [length * np.cos(ga), length * np.sin(ga), 0]
        scan.append((angular_factor([[0, 0, 0], [1, 0, 0], corner]),
                     deg_a, deg_b))
assert max(scan)[1:] == (60, 60) and abs(max(scan)[0] - 11 / 8) < 1e-9
assert -2 < min(scan)[0] < -1.95


def isosceles_factor(theta):
    return angular_factor([[0, 0, 0], [1, 0, 0],
                           [np.cos(theta), np.sin(theta), 0]])


critical = brentq(isosceles_factor, np.radians(100), np.radians(140))
assert abs(np.cos(critical) - (3 - np.sqrt(33)) / 6) < 1e-9

# Equilateral spectrum of R^3 T against closed-form eigenvalues.
spectrum = np.linalg.eigvalsh(full_tensor(equilateral(1.0)))
root_plus, root_minus = (-1 + 3 * 5**0.5) / 4, (-1 - 3 * 5**0.5) / 4
closed = np.sort([2, -1, -1, 3.5, -2.5] + [root_plus] * 2 + [root_minus] * 2)
assert np.allclose(spectrum, closed, atol=1e-12)

# Contributions of separate directions of motion, units w a^3/R^9.
def direction_part(shape, axes):
    return nonadditive(shape, [1e-8] * 3, [1.] * 3, axes) / 1e-24


part_long = direction_part(linear(1.0), (0,))
part_trans = direction_part(linear(1.0), (1, 2))
part_in = direction_part(equilateral(1.0), (0, 1))
part_out = direction_part(equilateral(1.0), (2,))
for found, expected in ((part_long, -3 / 16), (part_trans, 3 / 64),
                        (part_in, 75 / 128), (part_out, 3 / 16)):
    assert abs(found - expected) < 1e-5

# Worked example.
alpha, omega, distance = 1.5, 15.0, 4.0
a3, w3 = [alpha] * 3, [omega] * 3
hartree = physical_constants["Hartree energy in eV"][0]
print(f"polarizability volume: {alpha:.2f} angstrom^3")
print(f"oscillator quantum: {omega:.2f} eV")
print(f"side or spacing: {distance:.2f} angstrom")
print(f"coupling alpha/R^3: {alpha / distance**3:.6f} (no unit)")
print(f"C6: {0.75 * omega * alpha**2:.4f} eV angstrom^6")
print(f"C9, identical: {c9_formula(a3, w3):.4f} eV angstrom^9")
print("unequal polarizabilities:", unequal_a, "angstrom^3")
print("unequal quanta:", unequal_w, "eV")
print(f"C9, unequal: {c9_unequal:.4f} eV angstrom^9")
print(f"C9, unequal, by integration: {c9_integral:.4f} eV angstrom^9")
for name, build, sign in (("equilateral", equilateral, 1),
                          ("linear", linear, -1)):
    shape = build(distance)
    e3 = third_order(shape, a3, w3)
    e4 = fourth_order(shape, alpha, omega)
    full = nonadditive(shape, a3, w3)
    pairs = float(pair_sum(shape, a3, w3))
    step = 0.001
    force = -(nonadditive(build(distance + step), a3, w3)
              - nonadditive(build(distance - step), a3, w3)) / (2 * step)
    far_ratio = (nonadditive(build(40.4), a3, w3)
                 / nonadditive(build(39.6), a3, w3))
    exponent = np.log(far_ratio) / np.log(40.4 / 39.6)
    assert sign * e3 > 0 and sign * full > 0 and sign * force > 0
    assert abs(exponent + 9) < 0.01
    assert abs(e3 + e4 - full) < 0.2 * abs(e3 - full)
    assert pairs + full < 0
    print(f"{name}: E3 = {e3:.5e} eV = {e3 / hartree:.5e} hartree")
    print(f"{name}: E4 = {e4:.5e} eV")
    print(f"{name}: E3 + E4 = {e3 + e4:.5e} eV")
    print(f"{name}: full nonadditive energy = {full:.5e} eV")
    print(f"{name}: full nonadditive / E3 = {full / e3:.4f} (no unit)")
    print(f"{name}: sum of pair energies = {pairs:.5e} eV")
    print(f"{name}: total interaction = {pairs + full:.5e} eV")
    print(f"{name}: leading scaling force 9 E3/R = {9*e3/distance:.4e} eV/angstrom")
    print(f"{name}: full scaling force = {force:.4e} eV/angstrom")
    print(f"{name}: distance exponent near 40 angstrom = {exponent:.4f}")

# Short-range sign reversal of the full equilateral nonadditive energy.
def equilateral_energy(r):
    return nonadditive(equilateral(r), a3, w3)


radii = np.linspace(1.56, 6.0, 30)
signs = np.sign([equilateral_energy(r) for r in radii])
changes = np.nonzero(signs[1:] != signs[:-1])[0]
assert len(changes) == 1 and signs[0] < 0 < signs[-1]
reversal = brentq(equilateral_energy, radii[changes[0]],
                  radii[changes[0] + 1], xtol=1e-7)
stability = (alpha * -spectrum[0])**(1 / 3)
assert reversal > stability

print(f"angular factor, equilateral: {factor_eq:.4f} (no unit)")
print(f"angular factor, linear: {factor_lin:.4f} (no unit)")
print(f"angular factor, uneven linear: {factor_lin_uneven:.4f} (no unit)")
print(f"isosceles apex angle of zero E3: {np.degrees(critical):.3f} degrees")
print("equilateral eigenvalues of R^3 T:", np.round(spectrum, 4))
print(f"linear, longitudinal part: {part_long:.6f} w a^3/R^9")
print(f"linear, transverse part: {part_trans:.6f} w a^3/R^9")
print(f"equilateral, in-plane part: {part_in:.6f} w a^3/R^9")
print(f"equilateral, out-of-plane part: {part_out:.6f} w a^3/R^9")
print(f"equilateral sign-reversal side: {reversal:.4f} angstrom")
print(f"equilateral stability limit: {stability:.4f} angstrom")
print("all tests passed")
```

Output:

```
polarizability volume: 1.50 angstrom^3
oscillator quantum: 15.00 eV
side or spacing: 4.00 angstrom
coupling alpha/R^3: 0.023438 (no unit)
C6: 25.3125 eV angstrom^6
C9, identical: 28.4766 eV angstrom^9
unequal polarizabilities: [1.  1.5 2. ] angstrom^3
unequal quanta: [12. 15. 18.] eV
C9, unequal: 24.5455 eV angstrom^9
C9, unequal, by integration: 24.5455 eV angstrom^9
equilateral: E3 = 1.49366e-04 eV = 5.48908e-06 hartree
equilateral: E4 = -1.19344e-05 eV
equilateral: E3 + E4 = 1.37431e-04 eV
equilateral: full nonadditive energy = 1.37990e-04 eV
equilateral: full nonadditive / E3 = 0.9238 (no unit)
equilateral: sum of pair energies = -1.85490e-02 eV
equilateral: total interaction = -1.84110e-02 eV
equilateral: leading scaling force 9 E3/R = 3.3607e-04 eV/angstrom
equilateral: full scaling force = 3.0233e-04 eV/angstrom
equilateral: distance exponent near 40 angstrom = -8.9998
linear: E3 = -2.71574e-05 eV = -9.98015e-07 hartree
linear: E4 = -6.56391e-06 eV
linear: E3 + E4 = -3.37213e-05 eV
linear: full nonadditive energy = -3.38525e-05 eV
linear: full nonadditive / E3 = 1.2465 (no unit)
linear: sum of pair energies = -1.24626e-02 eV
linear: total interaction = -1.24964e-02 eV
linear: leading scaling force 9 E3/R = -6.1104e-05 eV/angstrom
linear: full scaling force = -8.1305e-05 eV/angstrom
linear: distance exponent near 40 angstrom = -9.0007
angular factor, equilateral: 1.3750 (no unit)
angular factor, linear: -2.0000 (no unit)
angular factor, uneven linear: -2.0000 (no unit)
isosceles apex angle of zero E3: 117.221 degrees
equilateral eigenvalues of R^3 T: [-2.5    -1.9271 -1.9271 -1.     -1.      1.4271  1.4271  2.      3.5   ]
linear, longitudinal part: -0.187500 w a^3/R^9
linear, transverse part: 0.046875 w a^3/R^9
equilateral, in-plane part: 0.585937 w a^3/R^9
equilateral, out-of-plane part: 0.187500 w a^3/R^9
equilateral sign-reversal side: 1.6614 angstrom
equilateral stability limit: 1.5536 angstrom
all tests passed
```
